# Rotations and parity in a hydrogenic level built from two spins

## The level as a product of two equal spins

A bound hydrogenic level with principal quantum number $n$ is the product of two angular momenta of equal size,

$$
(j,j),\qquad j=\frac{n-1}{2},
$$

and under ordinary rotations this product contains each orbital angular momentum $l=0,1,\dots,n-1$ once. Parity $P$ exchanges the two angular momentum operators. On states it is the exchange $S$ of the two spin labels, multiplied by a sign that depends on the level:

$$
P=(-1)^{n-1}S,\qquad S=(-1)^{n-1-l}\ \text{on the multiplet } l,\qquad\text{hence}\qquad P=(-1)^l .
$$

The sign $(-1)^{n-1}$ cannot be dropped. For even $n$ the exchange alone gives the opposite of the orbital parity. The two angular momenta are built from the orbital motion and have nothing to do with the spin of the electron, which is left out here.

The system is one nonrelativistic electron in the field of a fixed point nucleus of charge $Z>0$ at the origin. In Hartree atomic units,

$$
H=\frac{p^2}{2}-\frac{Z}{r},\qquad [x_i,p_j]=i\delta_{ij},\qquad \mathbf L=\mathbf r\times\mathbf p .
$$

Repeated indices are summed, and $\mathbf n=\mathbf r/r$ is the radial unit vector, not to be confused with the number $n$. From the definition of $\mathbf L$,

$$
[L_i,x_j]=\epsilon_{iab}x_a[p_b,x_j]=-i\epsilon_{iaj}x_a=i\epsilon_{ijk}x_k ,
$$

and in the same way $[L_i,p_j]=i\epsilon_{ijk}p_k$. By the product rule every vector $\mathbf V$ formed from $\mathbf r$ and $\mathbf p$ obeys $[L_i,V_j]=i\epsilon_{ijk}V_k$, and every scalar commutes with $\mathbf L$.

The second conserved vector is the Runge-Lenz vector

$$
\mathbf A=\tfrac12(\mathbf p\times\mathbf L-\mathbf L\times\mathbf p)-Z\mathbf n .
$$

Its classical meaning follows from $\mathbf r\cdot\mathbf A=L^2-Zr$. If $\varphi$ is the angle between $\mathbf r$ and $\mathbf A$, then $r(Z+A\cos\varphi)=L^2$. This is a conic with its axis along $\mathbf A$ and its closest point at $\varphi=0$. The vector therefore records how the orbit lies in its plane.

For the quantum algebra a shorter form is useful. The identity $\epsilon_{ijk}\epsilon_{kab}=\delta_{ia}\delta_{jb}-\delta_{ib}\delta_{ja}$ gives

$$
(\mathbf p\times\mathbf L)_i=p_jx_ip_j-p_jx_jp_i
=x_ip^2-ip_i-(\mathbf r\cdot\mathbf p-3i)p_i .
$$

Moving $L_j$ past $p_k$ gives

$$
(\mathbf L\times\mathbf p)_i=\epsilon_{ijk}(p_kL_j+i\epsilon_{jkm}p_m)=-(\mathbf p\times\mathbf L)_i+2ip_i .
$$

Half the difference of the two products is thus $(\mathbf p\times\mathbf L)_i-ip_i$, so that

$$
A_i=\pi_i-Zn_i,\qquad \pi_i=x_ip^2-Dp_i,\qquad D=\mathbf r\cdot\mathbf p-i=-i(r\partial_r+1).
$$

The operator $D$ generates changes of scale:

$$
[x_i,D]=ix_i,\qquad [p_i,D]=-ip_i,\qquad [p^2,D]=-2ip^2 .
$$

For a function $g$ homogeneous of degree $q$ in the coordinates, $[D,g]=-iqg$.

**Conservation** of $\mathbf A$ is checked in two parts. The free part commutes with the kinetic energy:

$$
[p^2,\pi_i]=[p^2,x_i]p^2-[p^2,D]p_i=-2ip_ip^2+2ip^2p_i=0 .
$$

What remains is

$$
[H,A_i]=-Z\left([1/r,\pi_i]+\tfrac12[p^2,n_i]\right).
$$

For any function $g$, $[p^2,g]=-(\nabla^2g)-2(\partial_kg)\partial_k$. With $\partial_kn_i=(\delta_{ki}-n_kn_i)/r$ and $\nabla^2n_i=-2n_i/r^2$,

$$
\tfrac12[p^2,n_i]=\frac{n_i}{r^2}-\frac1r(\partial_i-n_i\partial_r).
$$

The other commutator has three terms, $x_i[1/r,p^2]-[1/r,D]p_i-D[1/r,p_i]$. They are

$$
x_i[1/r,p^2]=-\frac{2n_i}{r}\partial_r,\qquad
-[1/r,D]p_i=\frac{i}{r}p_i=\frac{1}{r}\partial_i,
$$

$$
-D[1/r,p_i]=(r\partial_r+1)\frac{n_i}{r^2}=\frac{n_i}{r}\partial_r-\frac{n_i}{r^2}.
$$

In the last line the derivative acts on everything to its right. In the first term $\nabla^2(1/r)$ is concentrated at the origin, where the factor $x_i$ removes it. The sum is

$$
[1/r,\pi_i]=\frac1r(\partial_i-n_i\partial_r)-\frac{n_i}{r^2},
$$

which cancels $\tfrac12[p^2,n_i]$. Therefore $[H,A_i]=0$.

**The commutator of two components** of $\mathbf A$ starts from the free parts. Three pieces are needed:

$$
[x_ip^2,x_jp^2]=-2i(x_ip_j-x_jp_i)p^2=-2i\epsilon_{ijk}L_kp^2 ,
$$

$$
[x_ip^2,Dp_j]=[x_ip^2,D]p_j+D[x_ip^2,p_j]=-ix_ip_jp^2+i\delta_{ij}Dp^2 ,
$$

$$
[Dp_i,Dp_j]=D[p_i,D]p_j-D[p_j,D]p_i=-iDp_ip_j+iDp_jp_i=0 .
$$

In the second line, $[x_ip^2,D]=x_i(-2ip^2)+ix_ip^2=-ix_ip^2$ was used. The mixed terms enter $[\pi_i,\pi_j]$ as $-[x_ip^2,Dp_j]+[x_jp^2,Dp_i]$. The parts with $\delta_{ij}$ cancel and $+i(x_ip_j-x_jp_i)p^2$ is left, so

$$
[\pi_i,\pi_j]=-i\epsilon_{ijk}L_kp^2 .
$$

The terms linear in $Z$ are $-Z([\pi_i,n_j]-[\pi_j,n_i])$. Since $n_j$ has degree zero, $[D,n_j]=0$, and

$$
[\pi_i,n_j]=x_i[p^2,n_j]-D[p_i,n_j].
$$

The last term is symmetric in $i$ and $j$, because $[p_i,n_j]=-i(\delta_{ij}-n_in_j)/r$, and drops out of the difference. In $x_i[p^2,n_j]$ the terms proportional to $x_in_j$ are symmetric too. What survives is

$$
[\pi_i,n_j]-[\pi_j,n_i]=-\frac2r(x_i\partial_j-x_j\partial_i)=-\frac{2i}{r}\epsilon_{ijk}L_k ,
$$

where $\partial_j=ip_j$. The components of $\mathbf n$ commute with each other, so there is no term in $Z^2$. Together,

$$
[A_i,A_j]=-i\epsilon_{ijk}L_k\left(p^2-\frac{2Z}{r}\right)=-2i\epsilon_{ijk}L_kH .
$$

**Orthogonality** is the last identity needed. The products $\mathbf L\cdot\mathbf n$, $\mathbf L\cdot\mathbf p$ and $\mathbf p\cdot\mathbf L$ vanish, since each contracts $\epsilon_{ijk}$ with a symmetric pair. Further,

$$
\mathbf L\cdot(\mathbf p\times\mathbf L)=(\mathbf L\times\mathbf p)\cdot\mathbf L=-(\mathbf p\times\mathbf L)\cdot\mathbf L+2i\,\mathbf p\cdot\mathbf L ,
$$

and $(\mathbf p\times\mathbf L)\cdot\mathbf L=\mathbf p\cdot(\mathbf L\times\mathbf L)=i\,\mathbf p\cdot\mathbf L=0$. Hence $\mathbf L\cdot\mathbf A=0$. Also $\mathbf A\cdot\mathbf L=0$, because $L_i$ and $A_i$ with the same index commute.

Now take the space of all bound states with one energy $E<0$. It has finite dimension. For $l\geq1$ the lowest value of $l(l+1)/(2r^2)-Z/r$ is $-Z^2/[2l(l+1)]$. This must lie below $E$, which bounds $l$. For each $l$ and $m$ the radial equation has one solution regular at the origin, up to a factor. The vector $\mathbf A$ maps the space into itself: it turns a bound function into a decaying solution of the same equation that stays bounded at $r=0$, and this excludes the irregular solutions $r^{-l-1}$.

On this space $H$ may be replaced by the number $E$. With

$$
\mathbf K=\frac{\mathbf A}{\sqrt{-2E}},\qquad [K_i,K_j]=i\epsilon_{ijk}L_k,\qquad [L_i,K_j]=i\epsilon_{ijk}K_k ,
$$

define

$$
\mathbf J_1=\tfrac12(\mathbf L+\mathbf K),\qquad \mathbf J_2=\tfrac12(\mathbf L-\mathbf K).
$$

The commutators follow by inserting those of $\mathbf L$ and $\mathbf K$:

$$
[J_{1i},J_{1j}]=\tfrac14i\epsilon_{ijk}(2L_k+2K_k)=i\epsilon_{ijk}J_{1k},
$$

$$
[J_{1i},J_{2j}]=\tfrac14i\epsilon_{ijk}(L_k-K_k+K_k-L_k)=0 .
$$

Reversing the sign of $\mathbf K$ in the first line gives the same rule for $\mathbf J_2$. Orthogonality gives

$$
J_1^2-J_2^2=\tfrac12(\mathbf L\cdot\mathbf K+\mathbf K\cdot\mathbf L)=0 .
$$

The condition $E<0$ matters. For $E>0$ the vector $\mathbf A/\sqrt{2E}$ obeys a commutation rule with the opposite sign, and these two Hermitian angular momenta do not exist.

All generators are Hermitian, so the level splits into orthogonal irreducible parts. In each part, raising with $J_{1+}$ and then with $J_{2+}$ must stop at a state killed by both. Lowering from it gives the states $|m_1,m_2\rangle$ of a pair $(j_1,j_2)$. Since $J_1^2=J_2^2$, $j_1=j_2=j$. It remains to find $j$ and the number of such parts.

Let $u$ be the top state, $m_1=m_2=j$. It is killed by $L_+=J_{1+}+J_{2+}$ and by $K_+=J_{1+}-J_{2+}$, and it has $L_z=2j$. From $L^2=L_-L_++L_z^2+L_z$ its orbital quantum number is $l=2j$. Therefore

$$
u=x_+^{\,l}f(r),\qquad x_+=x+iy .
$$

With $\partial_+=\partial_x+i\partial_y$, one has $\partial_+x_+=1+i^2=0$ and $\partial_+f=x_+f'/r$. The three parts of $A_+u$ are

$$
x_+p^2u=-x_+^{\,l+1}\left[f''+\frac{2(l+1)}{r}f'\right],
$$

$$
-Dp_+u=(r\partial_r+1)\left(x_+^{\,l+1}\frac{f'}{r}\right)=x_+^{\,l+1}\left[f''+\frac{l+1}{r}f'\right],
$$

and $-Zx_+^{\,l+1}f/r$. The first uses that $x_+^{\,l}$ is harmonic and has degree $l$. The sum is

$$
A_+u=-\frac{x_+^{\,l+1}}{r}\left[(l+1)f'+Zf\right]=0,\qquad f=e^{-Zr/(l+1)} .
$$

Let $\kappa=Z/(l+1)$. Then $f'=-\kappa f$, $f''=\kappa^2f$, and

$$
Hu=\left[-\frac{\kappa^2}{2}+\frac{(l+1)\kappa-Z}{r}\right]u=-\frac{Z^2}{2(l+1)^2}\,u .
$$

With $n=l+1=2j+1$ this is the familiar energy $E=-Z^2/(2n^2)$, and $\mathbf K=n\mathbf A/Z$. The energy fixes $l$ of the top state, and the first-order equation fixes $f$ up to a factor. Two orthogonal copies of $(j,j)$ would need two independent top states, so the level contains one copy. Since $u$ is normalizable for every $n\geq1$, every such level occurs. Its dimension is $(2j+1)^2=n^2$.

## Orbital content, parity and the sign of the exchange

The level with energy $-Z^2/(2n^2)$ is one product $(j,j)$ with $2j=n-1$, spanned by the states $|m_1,m_2\rangle$. The two commuting angular momenta are $\mathbf J_{1,2}=\tfrac12(\mathbf L\pm\mathbf K)$, where $\mathbf K=n\mathbf A/Z$ and $\mathbf A$ is the Runge-Lenz vector. The top state is $u=|j,j\rangle=(x+iy)^{n-1}e^{-Zr/n}$, up to normalization. The other states follow by lowering with the usual positive factors.

Rotations are generated by $\mathbf L=\mathbf J_1+\mathbf J_2$, so both spins turn by the same angle $\theta$. The trace of a rotation does not depend on its axis, because rotations by equal angles about different axes are conjugate. About the $z$ axis the trace for one spin is

$$
\chi_j(\theta)=\sum_{m=-j}^{j}e^{-im\theta}=\frac{\sin[(j+\tfrac12)\theta]}{\sin(\theta/2)} ,
$$

and the trace for the product is

$$
\chi_j(\theta)^2=\sum_{m_1,m_2}e^{-i(m_1+m_2)\theta}.
$$

Count the pairs with a given sum $M=m_1+m_2$. For $M\geq0$ the value $m_1$ runs from $M-j$ to $j$, which allows $2j+1-M$ values. Negative $M$ gives the same count by reversing all signs. In the sum of $\chi_l$ over $l=0,\dots,2j$, the exponential with label $M$ appears once for each $l\geq|M|$, which is again $2j+1-|M|$ times. Hence

$$
\chi_j(\theta)^2=\sum_{l=0}^{2j}\chi_l(\theta).
$$

Equal traces imply equal content because the characters are orthogonal. With $1-\cos\theta=2\sin^2(\theta/2)$ the denominators cancel, and for integer $l,l'$

$$
\int_0^\pi\frac{1-\cos\theta}{\pi}\chi_l\chi_{l'}\,d\theta
=\frac2\pi\int_0^\pi\sin[(l+\tfrac12)\theta]\sin[(l'+\tfrac12)\theta]\,d\theta=\delta_{ll'} .
$$

The number of times $l$ occurs is the integral of $\chi_j^2\chi_l$ with the same weight. It is one for $l\leq2j=n-1$ and zero above. The dimensions agree, since $\sum_{l=0}^{n-1}(2l+1)=n^2$.

Parity reverses both $\mathbf r$ and $\mathbf p$. It leaves $\mathbf L$ and $H$ unchanged and reverses $\mathbf A$, because $\mathbf p\times\mathbf L$, $\mathbf L\times\mathbf p$ and $\mathbf n$ each change sign. Therefore

$$
P\mathbf LP=\mathbf L,\qquad P\mathbf KP=-\mathbf K,\qquad P\mathbf J_1P=\mathbf J_2 .
$$

The exchange $S|m_1,m_2\rangle=|m_2,m_1\rangle$ does the same to the operators, $S\mathbf J_1S=\mathbf J_2$. The product $PS$ then commutes with both angular momenta:

$$
PS\,\mathbf J_1=P\,\mathbf J_2\,S=\mathbf J_1\,PS ,
$$

and likewise for $\mathbf J_2$. Since $(j,j)$ is irreducible, Schur's lemma makes $PS$ a number $c$. From $S^2=1$ follows $P=cS$, and from $P^2=1$ follows $c=\pm1$. The commutation rules can say no more, since they are unchanged when $P$ is replaced by $-P$. A wavefunction has to decide.

The top state decides. It has two equal labels, so $Su=u$. In space it is a homogeneous polynomial of degree $n-1$ times a function of $r$, so $Pu=(-1)^{n-1}u$. Hence

$$
c=(-1)^{n-1},\qquad P|m_1,m_2\rangle=(-1)^{n-1}|m_2,m_1\rangle .
$$

The sign of $S$ on each orbital multiplet comes from the coupling of the two spins. Because $S$ commutes with $\mathbf L$ and each $l$ occurs once, $S$ is a number $s_l=\pm1$ on the whole multiplet. It can be read from the state with the largest $M$,

$$
|l,l\rangle=\sum_{m=l-j}^{j}c_m\,|m,l-m\rangle .
$$

This state is killed by $L_+$. With

$$
\alpha(m)=\sqrt{j(j+1)-m(m+1)}=\sqrt{(j-m)(j+m+1)} ,
$$

raising the first spin takes $|m,l-m\rangle$ to $\alpha(m)|m+1,l-m\rangle$. Raising the second takes $|m+1,l-m-1\rangle$ to $\alpha(l-m-1)$ times the same state. Its total coefficient must vanish:

$$
c_m\,\alpha(m)+c_{m+1}\,\alpha(l-m-1)=0,\qquad l-j\leq m\leq j-1 .
$$

In this range both arguments lie between $-j$ and $j-1$, so both factors are positive. No coefficient vanishes, and neighbouring coefficients have opposite signs. From $m=j$ down to $m=l-j$ there are $2j-l$ steps. The exchange maps one end of the chain to the other, so $s_lc_j=c_{l-j}$. As $s_l$ has magnitude one, only the sign is needed:

$$
s_l=(-1)^{2j-l}.
$$

Written for the Clebsch-Gordan coefficients of the whole multiplet, this is the exchange rule

$$
\langle j m_1,j m_2|lM\rangle=(-1)^{2j-l}\langle j m_2,j m_1|lM\rangle .
$$

The largest $l$ is symmetric, the next antisymmetric, and so on downwards. Orbital parity instead alternates upwards from an even $l=0$. The two patterns agree for odd $n$ and are opposite for even $n$, which is what the factor $c$ repairs:

$$
P=(-1)^{n-1}(-1)^{n-1-l}=(-1)^{2(n-1)-l}=(-1)^l .
$$

Characters give the same signs without any coupling coefficients. Let $D(\theta)$ now denote the rotation matrix of one spin. For a rotation about $z$,

$$
S\,[D(\theta)\otimes D(\theta)]\,|m_1,m_2\rangle=e^{-i(m_1+m_2)\theta}|m_2,m_1\rangle .
$$

Only states with $m_1=m_2$ contribute to the trace, so

$$
\mathrm{Tr}\{S[D(\theta)\otimes D(\theta)]\}=\sum_m e^{-2im\theta}=\chi_j(2\theta).
$$

Compare this with $\sum_l(-1)^{2j-l}\chi_l(\theta)$. There the exponential with label $M$ has the coefficient

$$
\sum_{l=|M|}^{2j}(-1)^{2j-l}=
\begin{cases}1,&2j-|M|\ \text{even},\\0,&2j-|M|\ \text{odd}.\end{cases}
$$

The surviving labels are $M=2j,2j-2,\dots,-2j$, which are the values $2m$. Thus

$$
\chi_j(2\theta)=\sum_{l=0}^{2j}(-1)^{2j-l}\chi_l(\theta),
$$

and orthogonality makes these signs unique. For parity combined with a rotation $R(\theta)$ of the orbitals,

$$
\mathrm{Tr}[P\,R(\theta)]=(-1)^{n-1}\chi_j(2\theta)=\sum_{l=0}^{n-1}(-1)^l\chi_l(\theta).
$$

At $\theta=0$ this says that the numbers of even and odd states differ by $n$. Relative to all $n^2$ states the difference is $1/n$, so large levels are nearly balanced. The smallest level, $n=1$, has $j=0$ and one even state.

The level $n=2$ of hydrogen, $Z=1$, shows the extra sign in explicit functions. Here $j=\tfrac12$, the energy is $-0.125$ hartree, and the top state is $u=(x+iy)e^{-r/2}$. The operator $L_-=L_x-iL_y$ acts on the polynomial alone. From $L_xy=iz$ and $L_yx=-iz$,

$$
L_-u=(i\cdot iz-i\cdot(-iz))e^{-r/2}=-2z\,e^{-r/2}.
$$

For $A_-=A_x-iA_y$ put $\rho^2=x^2+y^2$ and $x_-=x-iy$. Then $\partial_-x_+=2$ and $p_-u=-i[2-\rho^2/(2r)]e^{-r/2}$. The three parts of $A_-u$, each divided by $e^{-r/2}$, are

$$
x_-p^2u:\ -\frac{\rho^2}{4}+\frac{2\rho^2}{r},\qquad
-Dp_-u:\ 2-r-\frac{\rho^2}{r}+\frac{\rho^2}{4},\qquad
-\frac{x_-u}{r}:\ -\frac{\rho^2}{r}.
$$

Everything with $\rho^2$ cancels. So $A_-u=(2-r)e^{-r/2}$, and $K_-u=2A_-u=(4-2r)e^{-r/2}$. The lowering factor of spin $\tfrac12$ is one, which gives

$$
|{-\tfrac12},\tfrac12\rangle=\tfrac12(L_-+K_-)u=(2-r-z)e^{-r/2},
$$

$$
|\tfrac12,-\tfrac12\rangle=\tfrac12(L_--K_-)u=(-2+r-z)e^{-r/2}.
$$

A common normalization factor is omitted. Reversing $z$ in the second function gives $-2+r+z$, which is minus the first. Parity exchanges the labels and adds the sign $c=-1$. Neither function has a density symmetric in $z$. They are eigenstates of $K_z=m_1-m_2$ with values $-1$ and $+1$, and reflection through the nucleus turns one density into the other.

The antisymmetric and symmetric combinations are

$$
\frac{|\frac12,-\frac12\rangle-|{-\frac12},\frac12\rangle}{\sqrt2}=(-2.828+1.414\,r)e^{-r/2},
$$

$$
\frac{|\frac12,-\frac12\rangle+|{-\frac12},\frac12\rangle}{\sqrt2}=-1.414\,z\,e^{-r/2}.
$$

The singlet, odd under exchange, is the spherical and even $2s$ function, with its node at $r=2$ bohr. The triplet state, even under exchange, is the odd $2p$ function with $m=0$. Taking the exchange itself for parity would reverse both.

For $n=4$ the two spins are $\tfrac32$, and the 16 states split as $1+3+5+7$. A rotation by $60^\circ$ has $\chi_{3/2}=1.732$, whose square is $3$. The orbital characters for $l=0,1,2,3$ are $1$, $2$, $1$ and $-1$, and

$$
1+2+1-1=3 .
$$

With the exchange signs $-,+,-,+$ the sum is $-1+2-1-1=-1$, which equals $\chi_{3/2}(120^\circ)$. With the parities $+,-,+,-$ it is

$$
1-2+1+1=1=-\chi_{3/2}(120^\circ).
$$

The numerical output gives the same traces, $3$ and $1$, from matrices obtained by acting on the orbitals themselves.

The coupling coefficients show the alternation. For $l=1$, $M=1$ they are $0.548,-0.632,0.548$ at $m_1=\tfrac32,\tfrac12,-\tfrac12$. The recursion at $m=\tfrac12$ has $\alpha(\tfrac12)=\sqrt3$ and $\alpha(-\tfrac12)=2$, and indeed

$$
-0.63246\times1.73205+0.54772\times2=0
$$

within the rounding of the coefficients. Two steps separate the ends, so this state is symmetric. For $l=2$, $M=2$ the coefficients are $0.707$ and $-0.707$. One step separates them, and the state is antisymmetric.

The two parts of the result rest on different conditions. The parity $(-1)^l$ of an orbital multiplet holds in any central potential, because it is a property of the angular function. The product $(j,j)$ needs the degeneracy of the Coulomb level. For $n>1$ the operator $\mathbf K$ connects states of different $l$: it is odd under parity, while within one $l$ all states have the same parity. If a change of the potential separates the energies of different $l$, no single level carries a product $(j,j)$ with $j>0$ any longer, because $\mathbf K$, and with it $\mathbf J_1$ and $\mathbf J_2$ separately, is no longer conserved. The operator $(-1)^{n-1}P$ still commutes with the central Hamiltonian, but it no longer swaps two conserved spins within a level. The orbital parities remain. In the real hydrogen atom the finite nuclear mass only rescales the levels, to $-0.12493$ hartree for $n=2$. Relativistic terms split them, by about $1.7\times10^{-6}$ hartree between $2p_{3/2}$ and $2p_{1/2}$, so the product $(j,j)$ is exact only in the nonrelativistic model.

## Calculated quantities

```
Hydrogen, Z = 1; energies in hartree, lengths in bohr
n = 2: j = 0.5, states = 4, E = -0.125000 hartree
n = 3: j = 1.0, states = 9, E = -0.055556 hartree
n = 4: j = 1.5, states = 16, E = -0.031250 hartree
n = 2, top state (x+iy) exp(-r/2); coefficients of 1, r, z
(each function also has the factor exp(-r/2))
  |+1/2,-1/2>    -2.00000   1.00000  -1.00000
  |-1/2,+1/2>     2.00000  -1.00000  -1.00000
  singlet        -2.82843   1.41421   0.00000
  triplet, m=0    0.00000   0.00000  -1.41421
Multiplets from the wavefunctions: n, l, 2l+1, swap, parity
  2  0  1  -1  +1
  2  1  3  +1  -1
  3  0  1  +1  +1
  3  1  3  -1  -1
  3  2  5  +1  +1
  4  0  1  -1  +1
  4  1  3  +1  -1
  4  2  5  -1  +1
  4  3  7  +1  -1
n = 4, rotation angle = 60 degrees
  chi_3/2(angle) = 1.732051
  chi_3/2(angle) squared = 3.000000
  chi_0(angle) = 1.000000
  chi_1(angle) = 2.000000
  chi_2(angle) = 1.000000
  chi_3(angle) = -1.000000
  sum of chi_l = 3.000000
  chi_3/2(twice the angle) = -1.000000
  trace of rotation on orbitals = 3.000000
  trace of parity times rotation = 1.000000
Multiplicity of l in (3/2, 3/2) from the character integral
  l = 0: 1.000000
  l = 1: 1.000000
  l = 2: 1.000000
  l = 3: 1.000000
  l = 4: 0.000000
Clebsch-Gordan coefficients of |l,l>, j = 3/2, as m1: value
  l = 3: +1.5: +1.00000
  l = 2: +1.5: +0.70711, +0.5: -0.70711
  l = 1: +1.5: +0.54772, +0.5: -0.63246, -0.5: +0.54772
  l = 0: +1.5: +0.50000, +0.5: -0.50000, -0.5: +0.50000, -1.5: -0.50000
```
